# Why thin precursor layers evaporate cleanly and thick ones decompose: a numerical check

```python
"""
Result under test: a layer of thickness h0 loses intact molecules through its
surface at speed v and decomposes throughout its volume at rate constant k.
With h* = v/k and x = h0/h*, the evaporated fraction is
  fresh surface (products escape or separate): ln(1+x)/x
  mixed residue (one equal-volume unit each): 1-(sqrt(1+x^2)-1)/x
Symbols: T temperature, p vapour pressure, m molecular mass, Omega molecular
volume, alpha evaporation coefficient, dH vaporization enthalpy, Ea activation
energy, r residue units left in solution per decomposed molecule.
Internal units are SI; energies dH and Ea are in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

KB_EV = sc.k / sc.e
TORR = sc.torr
NM = 1e-9

# Molecular mass of Zn(C8H15O2)2; the other values are rough model inputs.
mass_u = 65.38 + 16 * 12.011 + 30 * 1.008 + 4 * 15.999
mass = mass_u * sc.atomic_mass
density = 1200.0
omega = mass / density
T0 = 500.0
p0 = 1e-4 * TORR
dH0 = 1.1
Ea0 = 1.6
prefactor = 1e13
alpha0 = 1.0


def vapour_pressure(T, dH=dH0):
    return p0 * np.exp(-dH / KB_EV * (1 / T - 1 / T0))


def flux(T, dH=dH0, alpha=alpha0):
    return alpha * vapour_pressure(T, dH) / np.sqrt(2 * np.pi * mass * sc.k * T)


def speed(T, dH=dH0, alpha=alpha0):
    return flux(T, dH, alpha) * omega


def rate(T):
    return prefactor * np.exp(-Ea0 / (KB_EV * T))


def crossover(T, dH=dH0, alpha=alpha0):
    return speed(T, dH, alpha) / rate(T)


def fresh(x):
    return np.log1p(x) / x


def mixed(x):
    # sqrt(1+x^2)-1 written without cancellation at small x
    return 1 - x / (np.sqrt(1 + x * x) + 1)


def integrate_layer(x, r):
    """Evaporated fraction and final time (units 1/k) from the rate equations."""
    def rhs(t, y):
        intact, residue, gone = y
        activity = 1.0 if r == 0 else intact / (intact + r * residue)
        return [-activity / x - intact, intact, activity / x]

    def dry(t, y):
        return y[0]
    dry.terminal = True
    dry.direction = -1
    sol = solve_ivp(rhs, (0, 40), [1.0, 0.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-12, events=dry if r == 0 else None)
    assert sol.success
    if r == 0:
        assert len(sol.t_events[0]) == 1
        return sol.y_events[0][0][2], sol.t_events[0][0]
    return sol.y[2, -1], sol.t[-1]


def random_events(x, r, count, rng):
    """Follow single molecular losses; each is evaporation or decomposition."""
    residue = 0
    evaporated = 0
    draws = rng.random(count)
    for i in range(count):
        intact = count - i
        evaporation_rate = intact / (intact + r * residue)
        decomposition_rate = x * intact / count
        chance = evaporation_rate / (evaporation_rate + decomposition_rate)
        if draws[i] < chance:
            evaporated += 1
        else:
            residue += 1
    return evaporated / count


def diffusing_layer(x, diff, cells=40):
    """Mixed residue with finite diffusion; diff = D/(k h0^2)."""
    dxi = 1.0 / cells
    faces = np.arange(1, cells) * dxi
    v = 1.0 / x

    def rhs(t, state):
        amount, size = state[:cells], state[cells]
        y = amount / (size * dxi)
        c = 2 * diff / (size * dxi)
        root = np.sqrt(max((c + v)**2 - 4 * v * c * y[-1], 0.0))
        y_surface = 2 * c * y[-1] / (c + v + root)
        d_size = -v * y_surface
        f = np.zeros(cells + 1)
        f[1:-1] = (-diff * np.diff(y) / (size * dxi)
                   - faces * d_size * 0.5 * (y[1:] + y[:-1]))
        f[-1] = v * y_surface
        return np.concatenate((f[:-1] - f[1:] - amount,
                               [d_size, v * y_surface]))

    start = np.concatenate((np.full(cells, dxi), [1.0, 0.0]))
    sol = solve_ivp(rhs, (0, 30), start, method="BDF", rtol=1e-7, atol=1e-10)
    assert sol.success
    return sol.y[-1, -1]


# Kinetic flux from the Maxwell distribution of normal velocities.
thermal = np.sqrt(sc.k * T0 / mass)
mean_out = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi), 0, np.inf)[0]
flux_quad = p0 / (sc.k * T0) * thermal * mean_out
assert abs(flux_quad / flux(T0) - 1) < 1e-8

# Closed laws against integrated rate equations and random events.
for x in (0.3, 1.0, 4 / 3, 18.0):
    value, drying = integrate_layer(x, 0)
    assert abs(value - fresh(x)) < 1e-6
    assert abs(drying - np.log1p(x)) < 1e-6
    value_mixed = integrate_layer(x, 1)[0]
    assert abs(value_mixed - mixed(x)) < 1e-6
    assert value_mixed < integrate_layer(x, 0.5)[0] < value
rng = np.random.default_rng(7)
mc_fresh = random_events(4 / 3, 0, 20000, rng)
mc_mixed = random_events(4 / 3, 1, 20000, rng)
# Tolerance is over five standard deviations of the random count.
assert abs(mc_fresh - fresh(4 / 3)) < 0.02
assert abs(mc_mixed - mixed(4 / 3)) < 0.02
assert abs(diffusing_layer(4 / 3, 1e3) - mixed(4 / 3)) < 2e-3

# Half-yield points, thin limit and the ceiling on evaporated thickness.
half_fresh = brentq(lambda x: quad(lambda s: 1/(1+x*s), 0, 1)[0] - 0.5, 1, 5)
half_lambert = -1 - 2 * lambertw(-np.exp(-0.5) / 2, -1).real
assert abs(half_fresh - half_lambert) < 1e-8
half_mixed = brentq(lambda x: integrate_layer(x, 1)[0] - 0.5, 1, 2, xtol=1e-7)
assert abs(half_mixed - 4 / 3) < 1e-5
for r in (0, 1):
    lost = 1 - integrate_layer(0.02, r)[0]
    assert abs(lost / 0.01 - 1) < 0.02
ceiling = 200 * integrate_layer(200.0, 1)[0]
assert 0.995 < ceiling < 1

# Temperature law, with a reversed case for a large vaporization enthalpy.
beta = 1 / (KB_EV * T0)
step = 1e-4 * beta
T_cold, T_hot = 1 / (KB_EV * (beta + step)), 1 / (KB_EV * (beta - step))
slope = np.log(crossover(T_cold) / crossover(T_hot)) / (2 * step)
assert abs(slope - (Ea0 - dH0 + KB_EV * T0 / 2)) < 1e-6
assert crossover(480) > crossover(500) > crossover(520)
assert crossover(480, dH=1.8) < crossover(500, dH=1.8)

v0, k0, h_star = speed(T0), rate(T0), crossover(T0)
thin, thick = 1000 * NM, 1e6 * NM

# Control: decomposition acts only in a surface skin of a thick layer.
skin = thin


def skin_rhs(t, y):
    return [-v0 / thick - k0 * min(y[0], skin / thick), v0 / thick]


def empty(t, y):
    return y[0]


empty.terminal = True
empty.direction = -1
sol = solve_ivp(skin_rhs, (0, 2 * thick / v0), [1.0, 0.0], events=empty,
                rtol=1e-9, atol=1e-12)
skin_yield = sol.y_events[0][0][1]
assert skin_yield > 0.95 and fresh(thick / h_star) < 0.5


# Neglected effects, sized for the same example.
def ramp_loss(h0, heating=10 / 60, start=300.0):
    def rhs(t, y):
        T = min(start + heating * t, T0)
        return [-speed(T) / h0 - rate(T) * y[0], speed(T) / h0]
    out = solve_ivp(rhs, (0, 1e5), [1.0, 0.0], method="LSODA", events=empty,
                    rtol=1e-8, atol=1e-11, max_step=20)
    return 1 - out.y_events[0][0][1]


conductivity, wall_T = 0.15, 300.0


def surface_temperature(h0):
    def balance(Ts):
        radiation = sc.sigma * (Ts**4 - wall_T**4)
        latent = dH0 * sc.e * flux(Ts)
        return conductivity * (T0 - Ts) / h0 - radiation - latent
    return brentq(balance, wall_T, T0)


ramp_thin, ramp_thick = ramp_loss(thin), ramp_loss(thick)
assert ramp_thin < 1 - fresh(thin / h_star)
liquid_D = 1e-10
diff_cross = diffusing_layer(1.0, liquid_D / (k0 * h_star**2))
diff_thick = diffusing_layer(thick / h_star, liquid_D / (k0 * thick**2))
diameter = (6 * omega / np.pi)**(1 / 3)
free_path = sc.k * T0 / (np.sqrt(2) * np.pi * diameter**2 * p0)
gas_D_atm, film, gas_p = 1e-5, 0.01, 1 * TORR
gas_D = gas_D_atm * sc.atm / gas_p
escape_speed = alpha0 * np.sqrt(sc.k * T0 / (2 * np.pi * mass))
gas_factor = 1 / (1 + escape_speed * film / gas_D)

print(f"molecular mass = {mass_u:.2f} u; density = {density/1000:.2f} g/cm3")
print(f"molecular volume = {omega/NM**3:.4f} nm3")
print(f"T = {T0:.0f} K; vapour pressure = {p0/TORR:.1e} Torr")
print(f"dH = {dH0:.2f} eV; Ea = {Ea0:.2f} eV; kT = {KB_EV*T0:.5f} eV")
print(f"prefactor = {prefactor:.1e} 1/s; alpha = {alpha0:.1f}")
print(f"evaporation flux J = {flux(T0)*NM**2:.3f} molecules/(nm2 s)")
print(f"recession speed v = {v0/NM:.3f} nm/s")
print(f"decomposition constant k = {k0:.4e} 1/s; 1/k = {1/k0:.1f} s")
print(f"crossover h* = {h_star/NM:.0f} nm = {h_star*1e6:.2f} micrometre")
print(f"x=1 evaporated: fresh {fresh(1.0):.4f}, mixed {mixed(1.0):.4f}")
print(f"half-yield x: fresh {half_fresh:.4f}, mixed {half_mixed:.4f}")
print(f"half-yield thickness, fresh = {half_fresh*h_star/NM:.0f} nm")
print(f"half-yield thickness, mixed = {half_mixed*h_star/NM:.0f} nm")
for name, law in (("fresh", fresh), ("mixed", mixed)):
    x1 = brentq(lambda x: 1 - law(x) - 0.01, 1e-5, 1)
    print(f"1% decomposed, {name}: thickness = {x1*h_star/NM:.0f} nm")
print("layer: x; evaporated fraction fresh, mixed; fresh drying time")
for h0 in (1e3, 1e4, 1e5, 1e6):
    x = h0 * NM / h_star
    print(f"{h0:.0f} nm: {x:.4f}; {fresh(x):.4f}, {mixed(x):.4f}; "
          f"{np.log1p(x)/k0:.1f} s")
xt = thick / h_star
print(f"thick layer, evaporated thickness, fresh = {thick*fresh(xt)/NM:.0f} nm")
print(f"thick layer, evaporated thickness, mixed = {thick*mixed(xt)/NM:.0f} nm")
print(f"mixed, x=200: evaporated thickness/h* = {ceiling:.4f}")
print(f"random events x=4/3: fresh {mc_fresh:.4f}, mixed {mc_mixed:.4f}")
print(f"fresh law at x=4/3 = {fresh(4/3):.4f}")
print(f"d ln h*/d(1/kT) = {slope:.4f} eV")
for T in (460.0, 500.0, 540.0):
    print(f"{T:.0f} K: v = {speed(T)/NM:.3f} nm/s, k = {rate(T):.3e} 1/s, "
          f"h* = {crossover(T)/NM:.0f} nm")
print(f"skin control: skin {skin/NM:.0f} nm, layer {thick/NM:.0f} nm, "
      f"evaporated {skin_yield:.4f}")
print("Neglected effects:")
print(f"liquid diffusion constant (rough) = {liquid_D/NM**2:.1e} nm2/s")
print(f"mixed yield with diffusion, h0=h*: {diff_cross:.4f}")
print(f"mixed yield with diffusion, thick: {diff_thick:.4f}")
print(f"cooling inputs: {conductivity:.2f} W/(m K), black surface, "
      f"walls {wall_T:.0f} K")
for name, h0 in (("thin", thin), ("h*", h_star), ("thick", thick)):
    Ts = surface_temperature(h0)
    mean_k = quad(lambda s: rate(Ts + s * (T0 - Ts)), 0, 1)[0]
    print(f"{name}: surface drop {T0-Ts:.3f} K, flux ratio "
          f"{flux(Ts)/flux(T0):.4f}, v/k ratio {speed(Ts)/mean_k/h_star:.4f}")
print(f"vapour mean free path = {free_path*1000:.1f} mm")
print(f"ramp 10 K/min from 300 K: decomposed thin {ramp_thin:.5f}, "
      f"thick {ramp_thick:.4f}")
print(f"isothermal, fresh: decomposed thin {1-fresh(thin/h_star):.5f}, "
      f"thick {1-fresh(xt):.4f}")
print(f"alpha=0.1: h* = {crossover(T0, alpha=0.1)/NM:.0f} nm")
print(f"gas film: {gas_p/TORR:.0f} Torr, {film*1000:.0f} mm, "
      f"D = {gas_D*1e4:.1f} cm2/s")
print(f"free escape speed = {escape_speed:.2f} m/s; "
      f"film speed D/film = {gas_D/film:.3f} m/s")
print(f"gas film: flux factor = {gas_factor:.4f}, "
      f"h* = {gas_factor*h_star/NM:.0f} nm")
print("all assertions hold")
```

It prints:

```
molecular mass = 351.79 u; density = 1.20 g/cm3
molecular volume = 0.4868 nm3
T = 500 K; vapour pressure = 1.0e-04 Torr
dH = 1.10 eV; Ea = 1.60 eV; kT = 0.04309 eV
prefactor = 1.0e+13 1/s; alpha = 1.0
evaporation flux J = 83.757 molecules/(nm2 s)
recession speed v = 40.773 nm/s
decomposition constant k = 7.4595e-04 1/s; 1/k = 1340.6 s
crossover h* = 54659 nm = 54.66 micrometre
x=1 evaporated: fresh 0.6931, mixed 0.5858
half-yield x: fresh 2.5129, mixed 1.3333
half-yield thickness, fresh = 137351 nm
half-yield thickness, mixed = 72879 nm
1% decomposed, fresh: thickness = 1108 nm
1% decomposed, mixed: thickness = 1093 nm
layer: x; evaporated fraction fresh, mixed; fresh drying time
1000 nm: 0.0183; 0.9910, 0.9909; 24.3 s
10000 nm: 0.1830; 0.9183, 0.9093; 225.2 s
100000 nm: 1.8295; 0.5685, 0.4070; 1394.3 s
1000000 nm: 18.2952; 0.1618, 0.0532; 3967.9 s
thick layer, evaporated thickness, fresh = 161783 nm
thick layer, evaporated thickness, mixed = 53166 nm
mixed, x=200: evaporated thickness/h* = 0.9975
random events x=4/3: fresh 0.6327, mixed 0.4981
fresh law at x=4/3 = 0.6355
d ln h*/d(1/kT) = 0.5215 eV
460 K: v = 4.617 nm/s, k = 2.953e-05 1/s, h* = 156319 nm
500 K: v = 40.773 nm/s, k = 7.460e-04 1/s, h* = 54659 nm
540 K: v = 259.991 nm/s, k = 1.168e-02 1/s, h* = 22266 nm
skin control: skin 1000 nm, layer 1000000 nm, evaporated 0.9820
Neglected effects:
liquid diffusion constant (rough) = 1.0e+08 nm2/s
mixed yield with diffusion, h0=h*: 0.5853
mixed yield with diffusion, thick: 0.0509
cooling inputs: 0.15 W/(m K), black surface, walls 300 K
thin: surface drop 0.021 K, flux ratio 0.9990, v/k ratio 0.9997
h*: surface drop 1.118 K, flux ratio 0.9455, v/k ratio 0.9853
thick: surface drop 17.471 K, flux ratio 0.4039, v/k ratio 0.7289
vapour mean free path = 122.3 mm
ramp 10 K/min from 300 K: decomposed thin 0.00260, thick 0.8369
isothermal, fresh: decomposed thin 0.00904, thick 0.8382
alpha=0.1: h* = 5466 nm
gas film: 1 Torr, 10 mm, D = 76.0 cm2/s
free escape speed = 43.37 m/s; film speed D/film = 0.760 m/s
gas film: flux factor = 0.0172, h* = 941 nm
all assertions hold
```
